The Hartree-Fock gradient in an atom-centred basis without orbital response, part 2

We seek the slope E′ of the restricted Hartree-Fock energy with respect to X_A, the x coordinate of nucleus A. Hartree atomic units are used; nuclei have charges Z_A and positions R_A. The n doubly occupied real orbitals ψ_i = Σ_μ φ_μ C_μi have coefficient columns c_i and energies ε_i; i, j are occupied, a, b virtual. S is the overlap matrix, h that of the one-electron operator ĥ, V the nuclear repulsion, and (μν|λσ) a repulsion integral. For a linearly independent basis,

CCᵀS = 1, and by transposition SCCᵀ = 1. (2)

The density matrix, mean-field matrix and energy, with F = h + G[P], obey

P = 2 Σ_i c_i c_iᵀ. (3)

PSP = 2P. (10)

G[B]_μν = Σ_λσ B_λσ [(μν|λσ) − ½(μλ|νσ)]. (4)

E = tr(Ph) + ½ tr(PG[P]) + V. (5)

The theorem assumes differentiable P and integrals and a stationary determinant. Then

F_ia = 0 for every pair i, a, (17)

E′ = V′ + tr(Ph′) + ½ tr(PG′[P]) − tr(WS′), (7)

where W = 2 Σ_i ε_i c_i c_iᵀ = ½PFP and G′[P] differentiates only the integrals. Without stationarity, take W = ½PFP and add 2 Σ_ia F_ia D_ia, where F_pq = c_pᵀFc_q and D = CᵀSP′SC. Lemma 2 states

D_ij = −2 c_iᵀS′c_j, D_ab = 0, (13)

and leaves D_ia, the orbital response, free. The orbital Hessian contains the second energy derivatives for occupied–virtual rotations. Occupied columns C_o, frozen at a reference geometry, give

P_fr(X) = 2C_o [C_oᵀS(X)C_o]⁻¹ C_oᵀ. (18)

In the two-function example, one electron pair occupies the symmetric combination of two equivalent functions.

Atom-centred functions move with their nuclei; δμ stands for δφ_μ:

δφ_μ ≡ ∂φ_μ/∂X_A = −∂φ_μ/∂x if μ is on A, and δφ_μ = 0 otherwise. (19)

S′_μν = ⟨δφ_μ|φ_ν⟩ + ⟨φ_μ|δφ_ν⟩. (20)

∂ĥ/∂X_A = −Z_A (x − X_A)/|r − R_A|³. (21)

h′_μν = ⟨δφ_μ|ĥ|φ_ν⟩ + ⟨φ_μ|ĥ|δφ_ν⟩ + ⟨φ_μ|∂ĥ/∂X_A|φ_ν⟩. (22)

(μν|λσ)′ = (δμ ν|λσ) + (μ δν|λσ) + (μν|δλ σ) + (μν|λ δσ). (24)

V′ = −Σ_{B≠A} Z_A Z_B (X_A − X_B)/R_AB³. (25)

### The complete Pulay term

The contribution of the moving basis is spread over three terms of (7). It becomes easier to interpret when these are collected.

**Proposition.** Under the assumptions of the theorem, with atom-centred functions,

E′ = E′_HF + E′_Pulay, (26)

E′_HF = V′ − Z_A ∫ ρ(r)(x − X_A)/|r − R_A|³ dr, (27)

E′_Pulay = 4 Σ_i Σ_{μ on A} C_μi ⟨δφ_μ|f̂ − ε_i|ψ_i⟩. (28)

Here ρ = Σ_μν P_μν φ_μφ_ν is the electron density, and f̂ is the Fock operator, whose matrix in the basis is F. The subscript HF in (27) stands for Hellmann-Feynman.

**Proof.** The operator derivative in (22), contracted with P, gives the integral in (27). The other two terms of (22) are equal after contraction, since P is symmetric and ĥ is Hermitian between these functions. Their sum is

2 Σ_μν P_μν ⟨δφ_μ|ĥ|φ_ν⟩.

For the Coulomb energy, the prefactor is ½. The four terms of (24) become equal after contraction with P_μν P_λσ, because the functions within a pair, and also the two pairs, can be interchanged. The result is

½·4 Σ P_μν P_λσ (δμ ν|λσ) = 2 Σ P_μν P_λσ (δμ ν|λσ).

For exchange, the prefactor is −¼ and the integral is (μλ|νσ). Exchanging μ with ν together with λ with σ leaves the undifferentiated contraction unchanged. So does exchanging μ with λ together with ν with σ. These two operations carry a derivative from μ to each of the other three positions. The four terms are again equal and give

−¼·4 Σ P_μν P_λσ (δμ λ|νσ) = −Σ P_μν P_λσ (δμ λ|νσ).

The Coulomb and exchange results combine to

2 Σ_μν P_μν Σ_λσ P_λσ [(δμ ν|λσ) − ½(δμ λ|νσ)].

The inner sum is the matrix element of the mean-field part of f̂ between δφ_μ and φ_ν. Together with the one-electron result this gives

2 Σ_μν P_μν ⟨δφ_μ|f̂|φ_ν⟩ = 4 Σ_i Σ_μ C_μi ⟨δφ_μ|f̂|ψ_i⟩,

where P_μν = 2 Σ_i C_μi C_νi was used. Finally, (20) and the symmetry of W give

−tr(WS′) = −2 Σ_μν W_μν ⟨δφ_μ|φ_ν⟩ = −4 Σ_i ε_i Σ_μ C_μi ⟨δφ_μ|ψ_i⟩.

The sum of the last two results is (28). By (19), functions on other atoms do not contribute. ∎

Equation (27) is classical electrostatics: nucleus A interacts with the other nuclei and with the electron density. The force is −E′, so the electron part pulls the nucleus towards the electrons. Equation (28) is a correction for an imperfect orbital. The function (f̂ − ε_i)ψ_i is the error with which ψ_i satisfies the Hartree-Fock equation in space. The overlap term is one part of this correction and should not be identified with the whole.

### When the Pulay term vanishes

If every occupied orbital satisfies (f̂ − ε_i)ψ_i = 0 as an equation between functions, (28) is zero. This is the complete-basis limit.

A weaker condition is enough. The matrix equations FC = SCε say that

⟨φ_μ|f̂ − ε_i|ψ_i⟩ = 0 for every basis function φ_μ.

The error is thus orthogonal to the space spanned by the basis. If the combination Σ_{μ on A} C_μi δφ_μ lies in that space for every i, the Pulay term vanishes even though the basis is incomplete. In general it does not lie there. Differentiating an s Gaussian gives a p-type Gaussian with the same exponent, and a given basis need not contain that function. Adding such p functions to uncontracted s functions removes the contribution of the s functions, but the p functions also move with the nucleus and their derivatives again lie outside the space, so a Pulay term in general remains.

There is a third case. If the basis functions do not move with the nuclei, all δφ_μ are zero. Then S′ = 0, and the Hellmann-Feynman expression is the slope of the computed energy for any stationary determinant, however small the fixed basis may be.

### A worked gradient for water

The positions in bohr are O (0, 0, 0), H1 (0, 1.6, 1.2) and H2 (0, −1.4, 1.1). The O–H distances are 2.0000 and 1.7804 bohr. The level is restricted Hartree-Fock/6-31G, with 13 basis functions and five occupied orbitals, and the energy is −75.97511 hartree. Consider the y coordinate of H1.

The nuclear term can be checked by hand. The oxygen lies 2 bohr away, and the hydrogen H2 is separated by 3.0 bohr in y and 0.1 bohr in z. Equation (25), with y in place of x, gives

V′ = −8·1.6/2³ − 3.0/(3.0² + 0.1²)^(3/2) = −1.6000 − 0.1109 = −1.7109 hartree/bohr.

The attraction operator contributes 1.684322 hartree/bohr. With the nuclear term to the same number of digits,

E′_HF = −1.710926 + 1.684322 = −0.026604 hartree/bohr.

The motion of the basis functions contributes 1.976536 through the one-electron integrals, −1.706844 through the repulsion integrals, and −0.182751 through the overlap term, all in hartree/bohr:

E′_Pulay = 1.976536 − 1.706844 − 0.182751 = 0.086941 hartree/bohr.

The slope is therefore

E′ = −0.026604 + 0.086941 = 0.060337 hartree/bohr, or 0.12067 Ry/bohr.

The Pulay term is larger in magnitude than the Hellmann-Feynman term and has the opposite sign, so it decides the sign of the slope. Omitting the overlap term would give 0.060337 + 0.182751 = 0.243088 hartree/bohr.

The z component for H1 is 0.053566 hartree/bohr. Since the oxygen is at the origin, the slope along the bond direction is

(1.6·0.060337 + 1.2·0.053566)/2 = 0.0804 hartree/bohr.

It is positive: moving H1 outwards along the bond raises the energy, and the force pulls it back.

Reconverged energies at displaced geometries provide a separate route to the same slope. The numerical check compares all nine components in this way. The largest absolute difference is 1.7×10⁻¹⁰ hartree/bohr. The numerical slopes come from a four-point difference formula with step 0.005 bohr, and this remainder is its truncation error, which scales as the fourth power of the step. The comparison tests the formula against the slope of the model energy. It does not measure the accuracy of Hartree-Fock theory or of the 6-31G basis.

### The response exists and does not contribute

Density matrices from the displaced, reconverged calculations show the structure of Lemma 2 directly. For the y coordinate of H1, the occupied block agrees with −2c_iᵀS′c_j to 5.7×10⁻¹¹ bohr⁻¹, and the virtual block vanishes to 8.8×10⁻¹² bohr⁻¹. The mixed block has norm 0.3128 bohr⁻¹, so the occupied coefficient columns do mix with the virtual ones as the nucleus moves.

The largest occupied–virtual Fock element is about 3×10⁻¹² hartree. There are 5·8 = 40 such elements, so the norm of this block is at most about √40·3×10⁻¹² ≈ 2×10⁻¹¹ hartree. The Cauchy-Schwarz inequality then bounds the discarded term 2 Σ_ia F_ia D_ia by about 2·(2×10⁻¹¹)·0.31 ≈ 1×10⁻¹¹ hartree/bohr. In agreement with this, tr(FP′) from the converged densities and −tr(WS′) from the formula are both −0.182751 hartree/bohr.

A determinant that is not stationary behaves differently. Let the orbitals be eigenvectors of h in the metric S, without any electron repulsion, and let the energy be the full expression (5). These orbitals are well defined at each geometry, but their occupied–virtual Fock elements are not zero. With W = ½PFP, formula (7) gives 0.330339 hartree/bohr. The response term, evaluated from the mixed blocks of F and D, is −0.054186 hartree/bohr. Their sum is

0.330339 − 0.054186 = 0.276153 hartree/bohr,

which is the slope found from energy differences. The response can be left out because of stationarity; orthonormality alone is not enough.

### Why second derivatives are different

The frozen, reorthonormalised orbitals of equation (18) have the same slope, 0.060337 hartree/bohr, as the relaxed ones. Their curvature along the same coordinate is 0.34318 hartree/bohr², against 0.22873 hartree/bohr² for relaxed orbitals. The frozen value is too large by 0.11445 hartree/bohr², half of the relaxed value.

The difference can be traced to the response. Differentiating (18) at the reference geometry, where C_oᵀSC_o = 1, gives

P′_fr = −2C_o(C_oᵀS′C_o)C_oᵀ.

It has no mixed block. In the relaxed family, c_i acquires an admixture κ_ai of c_a per unit displacement. By (3), the corresponding mixed element is D_ia = 2κ_ai. After a small displacement t, the frozen determinant therefore differs from the relaxed one by an occupied–virtual rotation −tκ, apart from terms of order t².

The relaxed energy is stationary at the displaced geometry, so the energy difference begins at second order in this rotation. If K is the orbital Hessian and κ is written as a vector,

E_fr − E = ½t² κᵀKκ + O(t³). (29)

Two derivatives with respect to t give

E″_fr − E″ = κᵀKκ. (30)

At a local minimum with respect to orbital rotations, K has no negative eigenvalue, and relaxation cannot increase the curvature. The printed curvatures are consistent with this sign. Thus the response affects the energy at second order in the displacement. Force constants in general require it, even though forces do not. The exception is a displacement with κ = 0, as in the two-function example, where symmetry fixes the orbital.

### Translation and what it cannot detect

Moving all nuclei and their basis functions together leaves every integral unchanged. For a given Cartesian direction, the sum over atoms of S′, h′, the repulsion-integral derivatives and V′ is therefore zero. Since P and W are the same matrices for all atoms, each of the four terms in (7) separately sums to zero.

For water the complete y components give

−0.076138 + 0.060337 + 0.015801 = 0.000000 hartree/bohr,

and the z components give

−0.050651 + 0.053566 − 0.002915 = 0.000000 hartree/bohr.

This is a useful check on integral derivatives, but a limited one. A program that leaves out the whole overlap term still passes it, because that term sums to zero by itself. An unconverged density also passes. Comparison with reconverged energies does not share this weakness.

The Hellmann-Feynman part in general has no such property in a moving incomplete basis, because it omits the motion of the functions. Its sum over atoms is −0.0747 hartree/bohr in y and 1.9364 hartree/bohr in z. Taken as forces, these values would accelerate an isolated molecule as a whole. By (26), the Pulay terms have the opposite sum and remove the spurious net force.

### Limits of the result

The derivation used integer double occupation in (10), a linearly independent basis in (2), and stationarity in (17). Each can fail in a recognisable way.

With fractional occupations PSP is no longer 2P, and Lemma 2 does not apply as stated. If nearly dependent combinations of basis functions are discarded, C has fewer columns than rows and CCᵀS is no longer the unit matrix. The discarded space may also change with geometry, so (7) then needs a separate justification. For an energy that is not stationary with respect to its orbitals, a response contribution generally remains, as the determinant of core-Hamiltonian orbitals shows.

Within its conditions, (7) gives the slope of the Hartree-Fock energy in the chosen basis, at any geometry and not merely at equilibrium. Enlarging the basis changes that energy and its slope. It is not needed to make the slope consistent with the energy.

Values computed for the example and the checks

```
Water, RHF/6-31G; basis functions: 13
O position x y z: 0.0 0.0 0.0 bohr
H1 position x y z: 0.0 1.6 1.2 bohr
H2 position x y z: 0.0 -1.4 1.1 bohr
O-H1 distance: 2.0000 bohr
O-H2 distance: 1.7804 bohr
Finite-difference step: 0.005 bohr
Total energy: -75.97510914 hartree
Occupied orbital energies: -20.56821 -1.33738 -0.68854 -0.55236 -0.49930 hartree
Contributions to dE/dy of H1:
  nuclear repulsion: -1.71092618 hartree/bohr
  attraction operator: 1.68432190 hartree/bohr
  one-electron, basis motion: 1.97653649 hartree/bohr
  two-electron, basis motion: -1.70684395 hartree/bohr
  overlap term -tr(W dS): -0.18275113 hartree/bohr
  tr(P dh), operator plus basis: 3.66085839 hartree/bohr
  total from formula: 0.06033713 hartree/bohr
  total from reconverged energies: 0.06033713 hartree/bohr
  total from formula, converted: 0.12067425 Ry/bohr
  total if overlap term omitted: 0.24308826 hartree/bohr
In-plane gradient, y and z:
  O: -0.07613809 -0.05065087 hartree/bohr
  H1: 0.06033713 0.05356561 hartree/bohr
  H2: 0.01580096 -0.00291474 hartree/bohr
Largest error of nine components: 1.7e-10 hartree/bohr
Density response to y of H1:
  tr(F dP) from converged densities: -0.18275113 hartree/bohr
  occupied-block deviation: 5.7e-11 1/bohr
  virtual-block largest element: 8.8e-12 1/bohr
  mixed-block norm: 0.312812 1/bohr
  largest occupied-virtual Fock element: 3.0e-12 hartree
Frozen, reorthonormalised orbitals, y of H1:
  slope: 0.06033713 hartree/bohr
  curvature, frozen: 0.34318 hartree/bohr^2
  curvature, relaxed: 0.22873 hartree/bohr^2
Core-Hamiltonian determinant, y of H1:
  true slope: 0.276153 hartree/bohr
  formula without response: 0.330339 hartree/bohr
  missing slope: -0.054186 hartree/bohr
  predicted response term: -0.054186 hartree/bohr
Hellmann-Feynman and Pulay parts, y of H1:
  Hellmann-Feynman: -0.02660428 hartree/bohr
  complete Pulay term: 0.08694141 hartree/bohr
Hellmann-Feynman sum over atoms, y z: -0.074677 1.936404 hartree/bohr
Full gradient sum, largest component: 1.9e-15 hartree/bohr
```
